# Synergy of an atomic-layer-etch cycle and what it measures

## Problem

Silicon is etched in cycles of two separated steps. In the modification step, chlorine changes the surface into a layer that is more easily removed. In the ion step, low-energy argon ions strike that surface. Three runs are made with the same step times and settings:

- the full cycle, with both steps, removes \(E=0.70\) nm per cycle;
- the modification step alone removes \(a=0.03\) nm per cycle;
- the ion step alone, on unmodified silicon, removes \(b=0.04\) nm per cycle.

**(a)** The synergy \(S\) is the part of the full-cycle removal that exceeds the sum of the two separate removals, divided by the full-cycle removal. Calculate it.

**(b)** What does the process do when \(S=1\), when \(S=0\), and when \(S<0\)?

**(c)** How much of the 0.70 nm is removed by ions from the modified layer? Find bounds first. Then find a value for a model in which the modified fraction of the surface decays exponentially during the ion step, with a decay time of 4 s and an ion step of 20 s.

## Hints

**For (a).** Ask what a cycle would remove if neither step had any influence on the other. Subtract that amount from what it does remove. Check which of the three runs supplies the denominator.

**For (b).** Write \(E\) for each case before inserting it in the definition. For the middle case, suppose that ions remove modified and bare silicon at the same rate.

**For (c).** In the run with ions alone, bare silicon is exposed during the whole ion step. Is this also true in the full cycle? The answer tells you whether subtracting all of \(b\) takes away too much or too little.

## Solution

### (a) The synergy

If the steps did not influence each other, their removals would add:

\[
a+b=0.03\ \text{nm}+0.04\ \text{nm}=0.07\ \text{nm}.
\]

The full cycle removes more than this. The excess is

\[
E-a-b=0.70\ \text{nm}-0.07\ \text{nm}=0.63\ \text{nm}.
\]

The definition divides this excess by the full-cycle removal:

\[
S=\frac{E-a-b}{E}=1-\frac{a+b}{E}
=\frac{0.63\ \text{nm}}{0.70\ \text{nm}}=0.90 .
\]

The synergy is **90 %**. The remaining 10 % is the ratio \((a+b)/E\): the removal that the separate steps would give without each other, relative to the removal of the full cycle.

The thicknesses may equally be totals over \(N\) identical cycles. Each of \(E\), \(a\) and \(b\) is then multiplied by \(N\), and the factor cancels between numerator and denominator.

For scale, neighbouring (100) atomic layers of silicon are 0.1358 nm apart, so 0.70 nm corresponds to about 5.2 layer spacings. The words "atomic layer" in the name of the method do not mean that this cycle removes one atomic layer.

### (b) The meaning of the value

Take \(E>0\) and \(a,b\ge 0\), so that neither separate step deposits material. Then \((a+b)/E\) cannot be negative, and \(S\le 1\).

**\(S=1\).** This requires \(a+b=0\), and hence \(a=b=0\). Neither step etches by itself, yet the pair does.

**\(S=0\).** This requires \(E=a+b\). It happens, for instance, when the ions remove modified and bare silicon at the same rate and the modification step still removes \(a\). The ion step then removes \(b\) whatever the state of the surface, and the excess vanishes.

**\(S<0\).** The full cycle removes less than the sum of its parts, so at least one step hinders the other. As an extreme case, let the modified layer protect the silicon completely during the ion step. With \(a\) unchanged, the full cycle removes \(E=a\), and

\[
S=\frac{a-a-b}{a}=-\frac{b}{a}=-\frac{0.04}{0.03}=-1.33 .
\]

A synergy of −133 % is therefore possible. This shows that \(S\) is a comparison between three runs and cannot in general be read as a fraction of the removed atoms.

Nor does a high \(S\) prove that the steps are self-limiting. Self-limitation means that the removal stops growing when a step is prolonged. The three thicknesses were all taken at one choice of step times, so by themselves they do not show whether the full-cycle removal has levelled off. That has to be found by varying each step time separately.

### (c) Removal from the modified layer

**Bounds.** Divide the full-cycle removal into three parts:

\[
E=a+A+B .
\]

Here \(A\) is the thickness removed by ions from the modified layer, and \(B\) is the thickness sputtered from bare silicon during the ion step of the full cycle. Two assumptions enter. The modification step removes the same \(a\) in the full cycle as it does alone, and bare silicon sputters at the same rate in both runs that use ions.

In the full cycle, bare silicon is exposed for at most the whole ion step. Hence \(0\le B\le b\). Solving the balance for \(A\) gives \(A=E-a-B\). The largest \(B\) gives the smallest \(A\), and the reverse:

\[
E-a-b\le A\le E-a .
\]

Division by \(E\) turns this into bounds on the ion-assisted share:

\[
S\le\frac{A}{E}\le 1-\frac{a}{E},
\qquad
90.0\,\%\le\frac{A}{E}\le 95.7\,\% .
\]

Under these assumptions \(S\) is a lower bound on the share removed by ions from the modified layer. The bound does not depend on how the layer disappears with time.

**A model of the ion step.** Let \(q(t)\) be the fraction of the surface still modified at time \(t\) after the ions are switched on. The modification step is assumed to restore \(q=1\) before every ion step. Let \(h\) be the removable thickness of the modified layer, expressed as the thickness of silicon it contains. With decay time \(\tau\),

\[
\frac{dq}{dt}=-\frac{q}{\tau},\qquad q(0)=1
\quad\Longrightarrow\quad q(t)=e^{-t/\tau}.
\]

When the fraction \(q\) falls by \(|dq|\), the thickness removed from the modified layer, averaged over the surface, is \(h|dq|\). Its removal rate is therefore \(hq/\tau\). The bare fraction \(1-q\) sputters at the rate \(r(1-q)\). The constant \(r\) follows from the run with ions alone, where the whole surface is bare for the ion-step time \(T\):

\[
b=rT\quad\Longrightarrow\quad r=\frac{b}{T}.
\]

Define \(x=T/\tau\). Integrating the first rate over the ion step gives

\[
A=\frac{h}{\tau}\int_0^T e^{-t/\tau}\,dt
=\frac{h}{\tau}\,\tau\left(1-e^{-T/\tau}\right)
=h\left(1-e^{-x}\right).
\]

Integrating the second gives

\[
B=r\int_0^T\left(1-e^{-t/\tau}\right)dt
=r\left[T-\tau\left(1-e^{-x}\right)\right].
\]

Now insert \(r=b/T\) and \(\tau/T=1/x\):

\[
B=b\,[1-f(x)],\qquad f(x)=\frac{1-e^{-x}}{x}.
\]

The function \(f\) has a direct meaning: it is the average of \(q\) over the ion step. The layer shields the silicon for part of the time, and \(B\) is smaller than \(b\) by the amount \(bf\). Subtracting all of \(b\) in the synergy thus takes away \(bf\) too much, as the balance shows:

\[
A=E-a-B=E-a-b+bf(x),
\qquad
\frac{A}{E}=S+\frac{b}{E}\,f(x).
\]

**Numbers.** Here \(x=20\ \text{s}/4\ \text{s}=5\), and \(e^{-5}=0.0067\), so 0.67 % of the surface is still modified when the ions are switched off. The average modified fraction is \(f=0.9933/5=0.199\). The excess subtraction is

\[
bf=0.04\ \text{nm}\times0.199=0.008\ \text{nm},
\]

and the removal from the modified layer is

\[
A=0.63\ \text{nm}+0.008\ \text{nm}=0.638\ \text{nm},
\qquad \frac{A}{E}=91.1\,\% .
\]

Bare sputtering in the full cycle is \(B=0.040-0.008=0.032\) nm. The three parts add up as they must: \(0.030+0.638+0.032=0.700\) nm.

The layer thickness \(h\) has not been chosen freely. It is set so that the model gives the stated \(E\). From \(A=h(1-e^{-x})\),

\[
h=\frac{A}{1-e^{-x}}=\frac{0.638\ \text{nm}}{0.9933}=0.642\ \text{nm}.
\]

With this \(h\), numerical integration of the rate equations returns \(E=0.7000\) nm. This tests the integrals above; it does not test whether a real surface follows the model.

**Two limits.** Keep \(E\), \(a\) and \(b\) fixed and let \(x\) vary, with \(h\) adjusted each time. For \(x\to0\), the expansion \(1-e^{-x}\approx x\) gives \(f\to1\). The surface stays covered during the ion step, \(B\to0\), and the share approaches its upper bound of 95.7 %. This limit is only formal: to keep \(E\) fixed, \(h\) must grow as \((E-a)/x\), which soon exceeds the thickness of any realistic modified layer. For \(x\to\infty\), \(f\to0\). The layer vanishes early in the step, \(B\to b\), and the share approaches \(S\). Numerical integration gives 94.5 %, 93.6 %, 91.1 % and 90.3 % for \(x=0.5\), 1, 5 and 20, all within the bounds.

### The numbers beside a real process

Alternating chlorine modification and argon-ion bombardment is an established way to etch silicon in cycles. A removal of several tenths of a nanometre per cycle and a synergy near 90 % are in the rough range of such processes. The times in part (c) are round model values. To express the rates per ion, take a round ion flux of \(\Phi=1\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1}\), which is 10 ions per nm² per second. For singly charged ions it carries 0.160 mA/cm². With \(n=49.94\) silicon atoms per nm³, the bare-silicon yield is

\[
\frac{rn}{\Phi}=\frac{(0.04/20)\times49.94}{10}=0.010\ \text{atoms per ion}.
\]

At the start of the ion step, the modified layer gives \((h/\tau)n/\Phi=0.80\) atoms per ion. These yields follow from the chosen flux and times and are not measured values. Their ratio, \((h/\tau)/r=hx/b\approx80\), expresses how much more easily the model's ions remove the modified layer. It does not depend on the flux, but it is set by the chosen decay time and not by the three thicknesses: with \(h\) adjusted to the same \(E\), it would be about 26 for \(\tau=20\) s and about 160 for \(\tau=2\) s.

One assumption open to doubt is that \(a\) is the same in both situations. When modification is repeated without ions, the surface can remain chlorinated from one cycle to the next. In the full cycle, the chlorine meets freshly exposed silicon each time, and spontaneous removal can differ. Suppose it were 0.06 nm instead of 0.03 nm, with \(E\) and \(b\) unchanged. The synergy calculated from the three runs would still be 90 %, but the same expression with the removal that really occurs in the cycle would give

\[
\frac{0.70-0.06-0.04}{0.70}=85.7\,\% .
\]

This change of about 4 percentage points exceeds the 1.1 points by which shielding separates \(A/E\) from \(S\) in the model. The share \(A/E\) would then be about 87 %, below the measured \(S\), so the lower bound would fail. The exponential decay is also a simplification: a layer several atomic spacings thick may cover the silicon until ions have worked through it. Then \(f\) is replaced by the average covered fraction over the ion step. If the layer clears well within the step, this average is close to the mean clearing time divided by \(T\), so for a mean of 4 s it stays near 0.20 whatever the shape of the decay; a later clearing raises it. The bounds are unaffected, provided the two assumptions behind them hold.

The second assumption is also open to doubt. The surface uncovered in the full cycle can retain chlorine mixed in by the ions and need not sputter like untreated silicon. In the model \(B=0.032\) nm, so a rate higher by more than the factor \(b/B\approx1.25\) makes \(B>b\), and \(S\) is then no longer a lower bound on \(A/E\).

## Variation 1: an ion step twice as long

**Question.** The ion step is prolonged from 20 s to 40 s. The modification step, ion flux, ion energy, \(h\) and \(\tau\) are held fixed. What does the model give for the new synergy?

**Solution.** The run with ions alone now removes \(b'=2b=0.08\) nm, and \(x'=40/4=10\). Since \(e^{-10}\) is negligible here, practically the whole modified layer is removed:

\[
A'=h\left(1-e^{-10}\right)=0.642\ \text{nm}.
\]

Bare sputtering in the full cycle is

\[
B'=b'\left(1-\frac{1-e^{-10}}{10}\right)
=0.08\ \text{nm}\times0.90=0.072\ \text{nm}.
\]

The full cycle removes \(E'=0.030+0.642+0.072=0.744\) nm, so

\[
S'=\frac{0.744-0.03-0.08}{0.744}=85.2\,\% .
\]

Removal has grown by 0.044 nm. Of this, 0.040 nm is additional sputtering of bare silicon and 0.004 nm comes from the remainder of the modified layer. Doubling the time has bought mainly the kind of removal that does not need the modification.

The formula shows where this leads. For any ion-step time, with \(b=rT\) and \(b/x=r\tau\),

\[
E-a-b=A+B-b=h(1-e^{-x})-\frac{b}{x}(1-e^{-x})
=(h-r\tau)(1-e^{-x}).
\]

For a long step this excess levels off at \(h-r\tau=0.642-0.008=0.634\) nm, while \(E\) continues to grow by \(r\) per second. Hence \(S\to0\) as \(T\to\infty\). For \(T\to0\) the excess vanishes and \(E\to a\), which is not zero, so \(S\to0\) again. Between these limits \(S\) is positive, because \(h>r\tau\), and it must pass through a maximum. In this model the ion step can therefore be too short as well as too long for the best synergy. The maximum, \(S\approx92.3\,\%\), lies at \(T\approx7.6\) s. There 15 % of the surface is still modified and \(E\approx0.58\) nm is still rising with \(T\), so the time of highest synergy is not the time at which the removal has levelled off.

## Variation 2: the uncertainty of the synergy

**Question.** Each run lasts 50 cycles. The total thickness changes are 35.0 nm, 1.5 nm and 2.0 nm, each with an independent standard error of 0.2 nm. What is the standard error of \(S\)?

**Solution.** The error per cycle is the same for all three runs:

\[
s=\frac{0.2\ \text{nm}}{50}=0.004\ \text{nm}.
\]

Differentiate \(S=1-(a+b)/E\) with respect to each measured quantity:

\[
\frac{\partial S}{\partial a}=\frac{\partial S}{\partial b}=-\frac1E,
\qquad
\frac{\partial S}{\partial E}=\frac{a+b}{E^2}=\frac{1-S}{E}.
\]

The last step uses \((a+b)/E=1-S\). For small independent errors, the squared contributions add:

\[
s_S^2=s^2\left[\frac1{E^2}+\frac1{E^2}+\frac{(1-S)^2}{E^2}\right],
\qquad
s_S=\frac{s}{E}\sqrt{2+(1-S)^2}.
\]

Inserting the values gives

\[
s_S=\frac{0.004}{0.70}\sqrt{2+0.10^2}=0.0081 .
\]

The result is \(S=(90.0\pm0.8)\,\%\), where the error is in percentage points. Random sampling of the three totals with normally distributed errors gives the same 0.81 points as the formula.

Almost all of this uncertainty comes from the two small removals. An error in \(E\) is multiplied by \(1-S=0.10\), whereas errors in \(a\) and \(b\) enter with weight one. At a fixed error of each total, \(s\) falls as \(1/N\), so more cycles help. They do not remove a systematic difference such as the altered spontaneous removal considered above, which repeats in every cycle.

The numerical output below lists the main values from the solution and both variations.

## Values computed for the example and the checks

```
Full cycle E: 0.70 nm
Modification alone a: 0.03 nm
Ions alone b: 0.04 nm
Sum a+b: 0.07 nm
Synergistic thickness E-a-b: 0.63 nm
Synergy S: 90.0 %
Non-synergistic share (a+b)/E: 10.0 %
Silicon (100) layer spacing: 0.1358 nm
Full cycle in layer spacings: 5.16
Silicon atom density: 49.94 nm^-3
Ion flux: 1.0e+15 cm^-2 s^-1
Ion current density: 0.160 mA/cm2
Ion-step time T: 20.0 s
Layer removal time tau: 4.0 s
Ratio x=T/tau: 5.0
Calibrated modified thickness h: 0.6423 nm
Modified fraction left after T: 0.67 %
Bare silicon yield: 0.0100 atoms/ion
Initial modified-layer yield: 0.802 atoms/ion
Model full cycle (integrated): 0.7000 nm
Model synergy (integrated): 90.00 %
Ion-assisted removal: 0.6379 nm
Bare sputtering in full cycle: 0.0321 nm
Over-subtracted sputtering: 0.0079 nm
Ion-assisted share of E: 91.14 %
Lower bound of that share: 90.0 %
Upper bound of that share: 95.7 %
Ion-assisted share at x=0.5: 94.50 %
Ion-assisted share at x=1.0: 93.61 %
Ion-assisted share at x=5.0: 91.14 %
Ion-assisted share at x=20.0: 90.29 %
S for equal removal rates: 0.00 %
S for fully protective layer: -133.3 %
Doubled ion time: 40.0 s
Full cycle at doubled ion time: 0.7442 nm
Ions alone at doubled ion time: 0.0800 nm
S at doubled ion time: 85.2 %
S if a is doubled at fixed E: 85.7 %
Number of cycles measured: 50
Total removed, full cycles: 35.0 nm
Total removed, modification alone: 1.5 nm
Total removed, ions alone: 2.0 nm
Error of each total: 0.2 nm
Error per cycle: 0.0040 nm
Error of S, formula: 0.81 percentage points
Error of S, sampled: 0.81 percentage points
```
